# Transmission eigenvalues of a perfect ribbon with one on-site impurity

A ribbon is built from identical columns \(j=\dots,-1,0,1,\dots\), each with \(M\) orthonormal orbitals. Electrons are independent, and spin only doubles the conductance. With \(\psi_j\) the vector of the \(M\) amplitudes in column \(j\), the perfect ribbon obeys

\[
E\psi_j=H_0\psi_j+V\psi_{j+1}+V^\dagger\psi_{j-1},\qquad H_0=H_0^\dagger ,\quad V\ \text{invertible}. \tag{1}
\]

One orbital \(|0\rangle\) of column 0 is then shifted in energy by \(U\). The problem asks what this does to the eigenvalues of \(t^\dagger t\), where \(t\) is the matrix of transmission amplitudes between open channels. We set \(\hbar=1\) and count the wave number \(k\) per column, so that a velocity \(v=dE/dk\) is an energy. The energy \(E\) is real and lies away from every band edge.

## (a) Modes, self-energies and flux

**Question.** Find how the lead self-energies act on the Bloch modes, and show that the broadening matrices \(\Gamma=i(\Sigma-\Sigma^\dagger)\) have a rank equal to the number \(N\) of open channels.

**Solution.** Inserting \(\psi_j=\lambda^j\varphi\) in (1) gives

\[
(E-H_0)\varphi=\lambda V\varphi+\lambda^{-1}V^\dagger\varphi . \tag{2}
\]

A mode with \(|\lambda|=1\), \(\lambda=e^{ik}\), is open. The others are closed and grow or decay along the ribbon. For retarded functions \(E\) means \(E+i\eta\) with \(\eta\to0^+\). This changes \(k\) to \(k+i\eta/v\), so an open mode with \(v>0\) decays to the right. The right-going family therefore holds the open modes with \(v>0\) and the closed modes with \(|\lambda|<1\); the rest are left-going.

Each family has \(M\) members. Indeed, for \(\eta>0\) no \(\lambda\) lies on the unit circle, because a Hermitian Bloch matrix has no complex eigenvalue. The number of roots inside the circle thus stays fixed as \(\eta\) grows, and for large \(\eta\) half of the \(2M\) roots tend to zero and half to infinity. At real \(E\), taking the adjoint of the matrix \(E-H_0-\lambda V-\lambda^{-1}V^\dagger\) replaces \(\lambda\) by \(1/\lambda^*\), so closed roots come in pairs, one in each family. Both families therefore hold the same number \(N\) of open modes. We assume that the \(M\) vectors of each family are linearly independent.

Write \(\varphi\) for right-going and \(\chi\) for left-going vectors. Eliminating the right lead replaces \(V\psi_1\) by \(\Sigma_R\psi_0\) for outgoing waves, and eliminating the left lead replaces \(V^\dagger\psi_{-1}\) by \(\Sigma_L\psi_0\). Hence

\[
\Sigma_R\varphi=\lambda V\varphi,\qquad \Sigma_L\chi=\lambda^{-1}V^\dagger\chi . \tag{3}
\]

The adjoint \(\Sigma_L^\dagger\) is the self-energy at \(E-i\eta\). There an open right mover decays to the left, so it is the admissible wave in the left lead. The same holds with left and right exchanged. For open modes, therefore,

\[
\Sigma_L^\dagger\varphi=\lambda^{-1}V^\dagger\varphi,\qquad \Sigma_R^\dagger\chi=\lambda V\chi . \tag{4}
\]

For two solutions \(\psi^m,\psi^n\) of (1) at the same real \(E\), define

\[
J_j=i\left(\psi_j^{m\dagger}V\psi^n_{j+1}-\psi_{j+1}^{m\dagger}V^\dagger\psi^n_j\right).
\]

Multiply (1) for \(\psi^n_j\) by \(\psi_j^{m\dagger}\) and subtract the adjoint of (1) for \(\psi^m_j\) multiplied by \(\psi^n_j\). The terms in \(E\) and \(H_0\) cancel, and what remains is \(J_j=J_{j-1}\). For two modes, however, \(J_j\propto(\lambda_m^*\lambda_n)^j\), so \(J\) vanishes unless \(\lambda_m^*\lambda_n=1\). Within the right-going family this requires two open modes with equal \(\lambda\). If several modes share one \(\lambda\), we choose combinations for which \(J\) is diagonal.

By (3), \(\varphi_m^\dagger\Gamma_R\varphi_n\) is precisely \(J_0\). Its diagonal value for an open mode is

\[
i\left(e^{ik}\varphi^\dagger V\varphi-e^{-ik}\varphi^\dagger V^\dagger\varphi\right)=v\,\varphi^\dagger\varphi ,
\]

because the left side is the derivative with respect to \(k\) of the Bloch matrix \(H_0+e^{ik}V+e^{-ik}V^\dagger\), taken in the state \(\varphi\). We normalise open modes to unit flux, \(\varphi^\dagger\varphi=1/|v|\). Then

\[
\varphi_m^\dagger\Gamma_R\varphi_n=\delta_{mn}\ \text{(both open)},\qquad =0\ \text{(either closed)}. \tag{5}
\]

In the basis of right-going modes \(\Gamma_R\) is thus diagonal with \(N\) ones, and its rank is \(N\). The same argument with the left-going family gives \(\chi_m^\dagger\Gamma_L\chi_n=\delta_{mn}\) and rank \(N\) for \(\Gamma_L\).

By (4), \(\varphi_m^\dagger\Gamma_L\varphi_n\) between open right movers equals \(J_{-1}\), which is again \(\delta_{mn}\). This yields a completeness relation. Write \(\Gamma_L=AA^\dagger\) with \(A\) of size \(M\times N\). The \(N\) vectors \(A^\dagger\varphi_n\) are orthonormal in \(N\) dimensions, hence complete, and

\[
\Gamma_L=\sum_{n=1}^N\Gamma_L\varphi_n\varphi_n^\dagger\Gamma_L,\qquad
\Gamma_R=\sum_{n=1}^N\Gamma_R\varphi_n\varphi_n^\dagger\Gamma_R . \tag{6}
\]

The open \(\chi_n\) may replace the \(\varphi_n\) in both sums.

## (b) The perfect ribbon

**Question.** With \(G_0=(E-H_0-\Sigma_L-\Sigma_R)^{-1}\) on column 0, express an open right mover through \(G_0\) in two ways.

**Solution.** Equations (2), (3) and (4) combine to \((E-H_0-\Sigma_L^\dagger-\Sigma_R)\varphi_n=0\). Consequently

\[
G_0^{-1}\varphi_n=(\Sigma_L^\dagger-\Sigma_L)\varphi_n=i\Gamma_L\varphi_n ,\qquad
(G_0^\dagger)^{-1}\varphi_n=(\Sigma_R-\Sigma_R^\dagger)\varphi_n=-i\Gamma_R\varphi_n .
\]

Solving each for \(\varphi_n\), and taking the adjoint of the second, we find

\[
\varphi_n=iG_0\Gamma_L\varphi_n,\qquad \varphi_m^\dagger=i\varphi_m^\dagger\Gamma_RG_0 . \tag{7}
\]

Left movers obey the same relations with \(L\) and \(R\) exchanged.

## (c) Fisher-Lee and Caroli

**Question.** Column 0 now carries an added potential \(W\), and \(G=(E-H_0-W-\Sigma_L-\Sigma_R)^{-1}\). Derive \(t\) and the total transmission.

**Solution.** Let mode \(n\) arrive from the left. In the left lead the wave is the incoming mode plus left-going modes, so the reflected part in column 0 is \(\psi_0-\varphi_n\). By (3) and (4),

\[
V^\dagger\psi_{-1}=\Sigma_L^\dagger\varphi_n+\Sigma_L(\psi_0-\varphi_n)=\Sigma_L\psi_0+i\Gamma_L\varphi_n .
\]

On the right, \(V\psi_1=\Sigma_R\psi_0\). The equation of column 0 becomes \(G^{-1}\psi_0=i\Gamma_L\varphi_n\), or \(\psi_0=iG\Gamma_L\varphi_n\). This wave is also the start of the transmitted one, \(\psi_0=\sum_mt_{mn}\varphi_m\), with the sum over the whole right-going family. Multiplication by \(\varphi_m^\dagger\Gamma_R\) selects one open coefficient, by (5):

\[
t_{mn}=i\,\varphi_m^\dagger\Gamma_RG\Gamma_L\varphi_n . \tag{8}
\]

This is the Fisher-Lee formula. Summing \(|t_{mn}|^2\) over \(m\) and \(n\) with (6) gives the Caroli formula,

\[
\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\left[\Gamma_LG^\dagger\Gamma_RG\right]. \tag{9}
\]

The zero-temperature linear conductance, both spins included, is \(2e^2/h\) times this trace.

## (d) A rank-one change, and what it proves alone

**Question.** Show that \(W=U|0\rangle\langle0|\) changes \(G\) by a matrix of rank one. Does that fact alone leave \(N-1\) eigenvalues of \(t^\dagger t\) at one?

**Solution.** From \(G^{-1}=G_0^{-1}-U|0\rangle\langle0|\) follows \(G=G_0+G_0|0\rangle U\langle0|G\). Its row \(\langle0|\) reads \(\langle0|G=\langle0|G_0+UG_{00}\langle0|G\), where \(G_{00}=\langle0|G_0|0\rangle\) belongs to the perfect ribbon. Solving for \(\langle0|G\) and inserting it,

\[
\langle0|G=\frac{\langle0|G_0}{1-UG_{00}},\qquad
G=G_0+\tau\,G_0|0\rangle\langle0|G_0,\qquad \tau=\frac{U}{1-UG_{00}} . \tag{10}
\]

This requires \(UG_{00}\neq1\), which we assume from here on. The change has rank one, since it is a column times a row. By (8), \(t\) then differs from its perfect value by a matrix \(ab^\dagger\). By (7) and (5) that perfect value is the unit matrix, so \(t=1+ab^\dagger\) and

\[
t^\dagger t-1=ba^\dagger+ab^\dagger+|a|^2bb^\dagger
=\begin{pmatrix}b&a\end{pmatrix}\begin{pmatrix}|a|^2&1\\1&0\end{pmatrix}\begin{pmatrix}b^\dagger\\a^\dagger\end{pmatrix}.
\]

If \(a\) and \(b\) are independent, this has rank two. The inner matrix has determinant \(-1\), so one eigenvalue of \(t^\dagger t\) lies above one and one below. Only \(N-2\) remain at one. A four-dimensional example in the numerical output has the eigenvalues 1.5586, 1, 1 and 0.6037.

The answer is therefore no: rank one needs a companion. For real \(U\), current conservation would serve. It forbids eigenvalues above one, and so forces \(a\) and \(b\) to be parallel. The next part finds both vectors directly and does not need that restriction on \(U\).

## (e) The transmission matrix

**Question.** Evaluate \(t\) with (10), and find its action on the incoming mixtures of channels.

**Solution.** Let \(\beta_n=\langle0|\varphi_n\rangle\) be the amplitude of the unit-flux mode \(n\) on the impurity site. The first term of (10) contributes \(\varphi_m^\dagger\Gamma_R(iG_0\Gamma_L\varphi_n)=\varphi_m^\dagger\Gamma_R\varphi_n=\delta_{mn}\). For the second term, (7) supplies both factors:

\[
\langle0|G_0\Gamma_L\varphi_n=-i\beta_n,\qquad \varphi_m^\dagger\Gamma_RG_0|0\rangle=-i\beta_m^* .
\]

The product \(i\tau(-i)(-i)\) equals \(-i\tau\), so

\[
t_{mn}=\delta_{mn}-i\tau\beta_m^*\beta_n,\qquad t=1-i\tau\,bb^\dagger,\quad b_m=\beta_m^* . \tag{11}
\]

The two vectors are parallel because the wave leaves the impurity through the same modes by which it arrives.

Take any incoming mixture \(x\) with \(b^\dagger x=0\). Then \(tx=x\). Since \(t^\dagger=1+i\tau^*bb^\dagger\), also \(t^\dagger x=x\), and so \(t^\dagger tx=x\). For \(b\neq0\) such mixtures fill \(N-1\) dimensions, which proves that at least \(N-1\) transmission eigenvalues equal one. If every open mode has a node on the site, \(b=0\) and all \(N\) equal one.

The condition has a direct meaning. The full wave on the impurity is

\[
\langle0|\psi_0\rangle=i\langle0|G\Gamma_L\sum_nx_n\varphi_n=\frac{\sum_n\beta_nx_n}{1-UG_{00}}=\frac{b^\dagger x}{1-UG_{00}} .
\]

The protected mixtures interfere to zero on the altered site and do not feel it. Nothing here required \(U\) to be real. An absorbing site, with negative imaginary part of \(U\), also leaves these \(N-1\) eigenvalues at one.

## (f) The remaining eigenvalue

**Question.** Find the last eigenvalue \(T_1\) and its limits for real \(U\).

**Solution.** Along \(b\), (11) gives \(tb=(1-i\tau g_+)b\) with \(g_+=b^\dagger b=\sum_n|\beta_n|^2\). Hence

\[
T_1=|1-i\tau g_+|^2 . \tag{12}
\]

To expose its content we need \(\mathrm{Im}\,G_{00}\). With \(\Sigma=\Sigma_L+\Sigma_R\) and \(\Gamma=\Gamma_L+\Gamma_R\),

\[
G_0-G_0^\dagger=G_0\left[(G_0^\dagger)^{-1}-G_0^{-1}\right]G_0^\dagger=G_0(\Sigma-\Sigma^\dagger)G_0^\dagger=-iG_0\Gamma G_0^\dagger .
\]

By (6) and (7), \(G_0\Gamma_LG_0^\dagger=\sum_n\varphi_n\varphi_n^\dagger\), and likewise \(G_0\Gamma_RG_0^\dagger=\sum_n\chi_n\chi_n^\dagger\) over open left movers. The element on the impurity site is

\[
-2\,\mathrm{Im}\,G_{00}=g_++g_-,\qquad g_-=\sum_n|\langle0|\chi_n\rangle|^2 .
\]

Set \(D=1/U-\mathrm{Re}\,G_{00}\). For real \(U\), \(1/\tau=1/U-G_{00}=D+\tfrac i2(g_++g_-)\). Writing (12) as \(|1/\tau-ig_+|^2/|1/\tau|^2\),

\[
T_1=\frac{D^2+\tfrac14(g_+-g_-)^2}{D^2+\tfrac14(g_++g_-)^2}=1-|\tau|^2g_+g_- . \tag{13}
\]

With time-reversal symmetry the complex conjugate of a right mover is a left mover of equal weight. Then \(g_+=g_-=g\) and \(T_1=D^2/(D^2+g^2)\). Three limits follow.

- For weak \(U\), \(\tau\to U\) and \(T_1\approx1-U^2g^2\), independent of the sign of \(U\) to this order.
- For \(|U|\to\infty\), electrons are expelled from the site and \(D\to-\mathrm{Re}\,G_{00}\). \(T_1\) stays above zero unless \(\mathrm{Re}\,G_{00}=0\).
- At \(U=1/\mathrm{Re}\,G_{00}\), if \(\mathrm{Re}\,G_{00}\neq0\) and \(g>0\), \(D=0\) and one mixture is fully reflected. If \(g=0\), this strength gives \(UG_{00}=1\), and (10) fails because a state bound to the impurity lies exactly at \(E\). Every open mode then has a node on the site, so it still solves the full problem unchanged and is not reflected.

If a magnetic field makes \(g_+\) and \(g_-\) unequal, (13) cannot reach zero. Its least value is \((g_+-g_-)^2/(g_++g_-)^2\). In every case with real \(U\) the conductance at fixed \(E\) lies between \(N-1\) and \(N\) times \(2e^2/h\).

At a band edge some \(v\) vanishes, the unit-flux normalisation fails, and the derivation does not apply.

## (g) Numbers for six rows

**Question.** A square-lattice ribbon has six rows and hopping matrix elements \(-h\) with \(h=1\) eV. At \(E=-1\) eV, an impurity with \(U=-2\) eV sits on the second row. Evaluate its effect.

**Solution.** These are round model parameters and describe no particular material. Four modes are open and two are closed. The weights on the site are 0.0953, 0.1368, 0.0280 and 0.0389 eV\(^{-1}\), with sum \(g=0.2990\) eV\(^{-1}\), and \(\mathrm{Re}\,G_{00}=-0.3542\) eV\(^{-1}\).

The origin of this real part can be derived. In a ribbon of this kind each transverse mode \(n\) is an independent chain with \(\Delta_n=E-\varepsilon_n=-h(\lambda+1/\lambda)\), where \(\varepsilon_n\) is the transverse energy, and each lead contributes the self-energy \(-h\lambda\). Its Green function is

\[
\frac1{\Delta_n+2h\lambda}=\frac1{h(\lambda-1/\lambda)} .
\]

For an open mode, \(\lambda=e^{ik}\), this is \(-i/(2h\sin k)=-i/v\), purely imaginary. For a closed mode \(\lambda\) is real, and so is the result. The real part of \(G_{00}\) thus comes from the closed modes alone. Their separate sum is indeed \(-0.3542\) eV\(^{-1}\). They carry no current, yet they set the strength at which the impurity blocks best.

Now \(D=-0.5000+0.3542=-0.1458\) eV\(^{-1}\), and

\[
T_1=\frac{0.1458^2}{0.1458^2+0.2990^2}=\frac{0.0213}{0.0213+0.0894}=0.192 .
\]

Matching Bloch waves across the impurity, without any Green function, gives the eigenvalues 0.192146, 1, 1 and 1, the last three with errors of about \(10^{-15}\). The conductance falls from 309.9 to 247.3 microsiemens, that is from 4 to 3.192 times \(2e^2/h\).

The unit eigenvalues are hidden if modes are sent in one at a time. From (11) and (12), \(t^\dagger t=1-(1-T_1)bb^\dagger/g\), so mode \(n\) is transmitted with probability \(1-(1-T_1)|\beta_n|^2/g\). For mode 2 this is \(1-0.808\times0.1368/0.2990=0.630\). The four values are 0.7425, 0.6304, 0.9244 and 0.8949. No single mode passes perfectly, although three mixtures do.

With site and energy held fixed, other strengths give the following.

- \(U=1/(-0.3542)\approx-2.82\) eV blocks one mixture completely.
- \(U=+2\) eV gives \(D=0.8542\) eV\(^{-1}\) and \(T_1=0.891\). The repulsive impurity disturbs far less than the attractive one of equal size, because here \(1/U\) and \(-\mathrm{Re}\,G_{00}\) add instead of partly cancelling.
- \(U=10^6\) eV, nearly a vacancy, gives \(T_1=0.584\), in line with the strong-coupling limit.

A flux of 0.05 quanta per plaquette breaks time-reversal symmetry. For a lattice spacing of 0.25 nm it would mean about 3300 T, and spin splitting is ignored, so the case illustrates the formula rather than a laboratory field. It gives \(g_+=0.6072\) and \(g_-=0.3055\) eV\(^{-1}\), and for \(U=-2\) eV the eigenvalues are 0.2182, 1, 1 and 1. Without flux, the absorbing value \(U=-2-0.5i\) eV gives 0.1464, 1, 1 and 1.

## (h) Several sites, and a potential with a tail

**Question.** How many unit eigenvalues survive if \(k_s\) sites, in any columns, have real energy shifts?

**Solution.** Take a mixture \(x\) of open right movers of the perfect ribbon and require it to vanish on all \(k_s\) sites. These are \(k_s\) linear conditions on \(N\) coefficients, so at least \(N-k_s\) independent solutions exist when \(k_s<N\). Such a wave never meets the added potential. It solves the full problem unchanged and is transmitted without reflection, so \(|tx|=|x|\). Current conservation reads \(t^\dagger t+r^\dagger r=1\), with \(r\) the reflection matrix, hence \(1-t^\dagger t\) has no negative eigenvalue. A vector with \(x^\dagger(1-t^\dagger t)x=0\) is then an eigenvector of \(t^\dagger t\) with eigenvalue one. At least \(N-k_s\) unit eigenvalues survive.

Two impurities of \(-2\) eV, two columns apart on rows 2 and 4, give 0.1172, 0.7287, 1 and 1: two survive out of four.

This count also shows where the one-site model is fragile. A defect may shift its neighbours too. If the four nearest neighbours receive one tenth of \(U\), five sites are altered. Equation (1) on the central site links the five amplitudes, so at most four conditions are independent. With \(N=4\) channels the count then no longer guarantees any unit eigenvalue. The computed values are 0.244822, 0.985820, 0.998809 and a last one that falls short of one by \(4\times10^{-8}\). We offer no explanation for the smallness of that last deficit.

For these parameters the tail raises the sum of the eigenvalues from 3.192 to 3.229, about 1.2 per cent of the one-site value. At this energy the conductance is thus close to the one-site result, while the equality of \(N-1\) eigenvalues to one becomes approximate. The closeness is not general: the same tail raises the sum from 3.363 to 3.746 at \(E=-0.8\) eV and lowers it from 0.270 to 0.186 at \(E=-3.5\) eV. For a changed hopping the answer depends on its form. If all bonds of the impurity site are multiplied by one common factor, a mixture with a node on the site still solves the problem. The neighbours receive nothing from the site, and the equation of the site itself, which already requires the hopping sum into it to vanish, is only rescaled. The \(N-1\) unit eigenvalues then survive. A change of a single bond involves two sites, and the count guarantees only \(N-2\). Scattering that changes the electron's energy lies outside this treatment altogether.

## Computed values

```
INPUT
rows; impurity row; open channels N: 6 2 4
hopping; energy E; impurity shift U: 1.00 -1.00 -2.00 eV
CLEAN RIBBON (open modes 1..N)
velocities dE/dk, k per column: 1.8322 1.9847 1.9215 1.3827 eV
weights |beta_n|^2 on the impurity site: 0.0953 0.1368 0.0280 0.0389 1/eV
g_plus = g_minus: 0.2990 1/eV
Re G0_00; Im G0_00: -0.3542 -0.2990 1/eV
Re G0_00 from closed modes alone: -0.3542 1/eV
WITH THE IMPURITY
second/first singular value of G-G0: 2e-16
Re tau; Im tau: -1.3175 -2.7014 eV
transmission eigenvalues (wave matching): 0.192146 1.000000 1.000000 1.000000
largest distance of the N-1 others from 1: 1e-15
T1 from the closed formula: 0.192146
transmission of each separate mode: 0.7425 0.6304 0.9244 0.8949
largest |wave| on impurity, N-1 mixtures: 1e-15 eV^-1/2
|wave| on impurity, remaining mixture: 0.8218 eV^-1/2
sum of eigenvalues: 3.1921
conductance clean; with impurity (2 spins): 309.92 247.33 microsiemens
OTHER STRENGTHS, SAME SITE
U that blocks one channel fully: -2.8236 eV
T1 at that U: 1e-16
T1 for U of opposite sign: 0.8908
T1 for U = 1e6 eV (near-vacancy): 0.5838
OTHER CASES
flux per plaquette: 0.05 flux quanta
with flux: g_plus; g_minus: 0.6072 0.3055 1/eV
with flux: eigenvalues: 0.2182 1.0000 1.0000 1.0000
absorbing site: Re U; Im U: -2.00 -0.50 eV
absorbing site: eigenvalues: 0.1464 1.0000 1.0000 1.0000
1 + a c^T, independent a, c: squared sing. values: 1.5586 1.0000 1.0000 0.6037
two impurities: eigenvalues: 0.1172 0.7287 1.0000 1.0000
tail on four neighbours, fraction of U: 0.10
impurity with tail: eigenvalues: 0.244822 0.985820 0.998809 1.000000
impurity with tail: 1 - eigenvalues: 7.6e-01 1.4e-02 1.2e-03 4.1e-08
```
